# Richardson plots of leakage with a temperature-dependent barrier

## Question

I am modelling electron leakage from a metal line into a porous low-k dielectric. The current is limited by emission over the barrier at the electrode, and the barrier falls as the sample warms:

$$
\phi(T)=\phi_0-aT .
$$

I plan to compute the current density $J$ between 350 and 450 K at fixed field, plot $\ln(J/T^2)$ against $1/T$, and read the barrier from the slope. I expected the result to be the barrier near 400 K, the middle of my window, after correcting for the field. I also expected the intercept to give the theoretical Richardson constant. Is that right? If not, what do the slope and intercept mean, and how do I get the barrier at 400 K?

## Answer

Neither expectation holds when $a\neq0$. To see where the temperature dependence goes, start from the emission law itself.

### The current over a fixed barrier

I use Gaussian units. The charge of the electron is $-e$, $F$ is the magnitude of the field, and energies in the metal are measured from its Fermi level. Let $B$ be the height of the barrier top above that level. Assume free electrons of mass $m$ on both sides, full transmission above the top and none below it.

The electrons that cross are those whose energy of motion normal to the interface, $E_x$, exceeds $B$. With two spin states, their current density is

$$
J=2e\int\frac{d^3k}{(2\pi)^3}\,\frac{\hbar k_x}{m}\,f ,
$$

where $f$ is the Fermi function. Write $d^3k=2\pi k_\perp dk_\perp dk_x$. Since $dE_x=\hbar^2k_xdk_x/m$ and $dE_\perp=\hbar^2k_\perp dk_\perp/m$,

$$
\frac{\hbar k_x}{m}dk_x=\frac{dE_x}{\hbar},\qquad
k_\perp dk_\perp=\frac{m}{\hbar^2}dE_\perp .
$$

The factors combine to $2e\cdot2\pi m/(8\pi^3\hbar^3)=em/(2\pi^2\hbar^3)$, so

$$
J=\frac{em}{2\pi^2\hbar^3}\int_B^\infty dE_x\int_0^\infty dE_\perp\,
\frac{1}{e^{(E_x+E_\perp)/k_BT}+1}.
$$

For $B\gg k_BT$ the Fermi function is nearly $e^{-(E_x+E_\perp)/k_BT}$. The two integrals then give $k_BT\,e^{-B/k_BT}$ and $k_BT$, and

$$
J=AT^2e^{-B/k_BT},\qquad A=\frac{emk_B^2}{2\pi^2\hbar^3}.
$$

The next term of the Fermi function is $-e^{-2(E_x+E_\perp)/k_BT}$. Each integral now brings a factor $1/2$, so the relative correction to $J$ is $-e^{-B/k_BT}/4$, which is negligible for a barrier of many $k_BT$.

### The field lowers the barrier

An electron at distance $x$ from the metal is attracted by an image charge at distance $2x$. In a medium of permittivity $\varepsilon$ the force is $e^2/(4\varepsilon x^2)$, which corresponds to the energy $-e^2/(4\varepsilon x)$. With the applied field, the energy relative to the unlowered barrier is

$$
V(x)=-eFx-\frac{e^2}{4\varepsilon x}.
$$

Its maximum follows from $-eF+e^2/(4\varepsilon x^2)=0$:

$$
x_m=\sqrt{\frac{e}{4\varepsilon F}} .
$$

There both terms of $V$ equal $-\tfrac12\sqrt{e^3F/\varepsilon}$, so the top is lowered by

$$
\Delta=\sqrt{\frac{e^3F}{\varepsilon}},\qquad B=\phi(T)-\Delta .
$$

I take $\varepsilon$, and hence $\Delta$ at fixed field, to be independent of temperature.

### Where the term $aT$ goes

Insert the linear barrier into the exponent:

$$
-\frac{\phi_0-aT-\Delta}{k_BT}
=-\frac{\phi_0-\Delta}{k_BT}+\frac{a}{k_B}.
$$

The temperature cancels in the last term. Therefore

$$
\ln\frac{J}{T^2}=\ln\!\left(Ae^{a/k_B}\right)-\frac{\phi_0-\Delta}{k_B}\,\frac1T .
$$

Within this emission law the plot is a straight line, although the barrier changes along it. Straightness is thus no evidence for a constant barrier. The slope times $-k_B$ is $\phi_0-\Delta$. After $\Delta$ is added back, it exceeds the barrier at temperature $T$ by $aT$. The intercept gives an apparent constant $Ae^{a/k_B}$, inflated for $a>0$ and reduced for $a<0$. For $a=0$ both of your expectations are correct.

### What $\phi_0$ means

The linear law need hold only in the measured window, so $\phi_0$ need not be the barrier at absolute zero. For a smooth $\phi(T)$, set $u=1/T$. Since $dT/du=-T^2$,

$$
\frac{d(u\phi)}{du}=\phi+u\frac{d\phi}{dT}\frac{dT}{du}
=\phi-T\phi' ,
$$

where the prime means $d/dT$. The local slope is therefore

$$
-k_B\frac{d\ln(J/T^2)}{d(1/T)}=\phi-T\phi'-\Delta .
$$

Extend the local tangent to $1/T=0$. Its intercept is

$$
\ln A-\frac{\phi-\Delta}{k_BT}+\frac{\phi-T\phi'-\Delta}{k_BT}
=\ln A-\frac{\phi'}{k_B}.
$$

So the slope, once $\Delta$ is added back, returns the value at which the tangent to $\phi(T)$ meets the axis $T=0$. The relation has the form of $H=G-T\,dG/dT$: the barrier plays the part of a free energy, the slope that of an enthalpy, and $-\phi'$ that of an entropy. If $\Delta$ also varied with temperature, $\phi-\Delta$ would replace $\phi$ throughout this argument.

### Numbers for a low-k film

Take $\phi_0=1.50$ eV, $a=0.40$ meV/K, $\varepsilon=2.0$ and $F=0.50$ MV/cm, so that $eF=0.050$ eV/nm. With $e^2=1.44$ eV nm,

$$
\Delta=\sqrt{\frac{1.44\times0.050}{2.0}}\ \text{eV}=0.190\ \text{eV},
\qquad x_m=1.90\ \text{nm}.
$$

At 400 K the barrier is $1.50-0.16=1.34$ eV, or 1.150 eV after lowering. The constant is $A=120$ A/(cm² K²). I evaluated the double integral for $J$ by Gauss–Legendre quadrature in momentum, keeping the full Fermi function:

- 350 K: $2.074\times10^{-10}$ A/cm²
- 400 K: $6.183\times10^{-8}$ A/cm²
- 450 K: $5.343\times10^{-6}$ A/cm²

The two end points already determine the slope. The ratio of their values of $J/T^2$ has the logarithm 9.654, and $1/350-1/450=6.349\times10^{-4}$ in K⁻¹. Hence

$$
\phi_{\rm slope}=\frac{8.617\times10^{-5}\times9.654}{6.349\times10^{-4}}\ \text{eV}
=1.310\ \text{eV}.
$$

A least-squares line through eleven equally spaced temperatures gives the same 1.310 eV ($2.10\times10^{-12}$ erg). Adding $\Delta$ gives 1.500 eV, which is 0.160 eV above the barrier at 400 K. The apparent constant is $1.25\times10^4$ A/(cm² K²), larger than $A$ by

$$
e^{a/k_B}=e^{0.400/0.08617}=e^{4.64}=104 .
$$

If the sign of $a$ is reversed, the slope stays the same, but the apparent constant falls to 1.16 A/(cm² K²).

To see the difference between $\phi_0$ and the barrier at absolute zero, let the barrier flatten in the cold:

$$
\phi(T)=\phi(0)-\frac{a\theta}{e^{\theta/T}-1},\qquad
\phi'=-a\left(\frac{\theta}{T}\right)^2\frac{e^{\theta/T}}{(e^{\theta/T}-1)^2}.
$$

For $T\gg\theta$, $1/(e^{\theta/T}-1)\approx T/\theta-1/2$, so the barrier approaches the line $\phi(0)+a\theta/2-aT$. With $\theta=300$ K and $\phi(0)=1.440$ eV this is the earlier line, with $\phi_0=1.50$ eV. At 400 K, $\phi=1.333$ eV and $\phi'=-0.382$ meV/K. The slope, with $\Delta$ added, gives

$$
1.3326+400\times0.0003818=1.485\ \text{eV}.
$$

This is neither the barrier at 400 K nor the one at absolute zero. The apparent constant is $84A$.

### Using the fit, and recovering the barrier at 400 K

The fitted slope and intercept belong together. At 300 K, with the linear barrier and the same field, the line predicts $1.09\times10^{-13}$ A/cm², in agreement with the direct integral. Two other combinations fail:

- The slope barrier with the theoretical $A$ gives $1.05\times10^{-15}$ A/cm². It is too low by $e^{a/k_B}=104$, a factor that does not depend on temperature.
- The 400 K barrier with the theoretical $A$ gives $5.13\times10^{-13}$ A/cm². It is too high by $e^{a(400\,\text{K}-T)/k_BT}=4.7$ at $T=300$ K, because the barrier there is 0.04 eV higher.

If the prefactor is known independently to be $A$, one current gives the barrier at its own temperature:

$$
\phi(T)=\Delta+k_BT\ln\frac{AT^2}{J}.
$$

At 400 K the logarithm is 33.37 and $k_BT=34.47$ meV, so $\phi=0.190+1.150=1.340$ eV.

The weak point is the prefactor. Suppose that the true one is $gA$, with $g$ independent of temperature, because part of the area is inactive, a fixed fraction of the electrons is reflected, or the conduction mass $m^*$ in the dielectric is lighter than $m$ (with the momentum along the interface conserved, this alone gives $g=m^*/m$). The plot then yields the product $gAe^{a/k_B}$, and no current–temperature data at this field can separate $g$ from $a$. Using $A$ in place of $gA$ shifts the inferred barrier by $k_BT|\ln g|$: 24 meV at 400 K for a factor of 2, and 79 meV for a factor of 10. An independent measurement of $\phi$ at several temperatures would resolve the ambiguity.

### Tunnelling near the top

Let $P(E)$ be the transmission at normal energy $E$. Integrating the Fermi function over $E_\perp$ gives $k_BT\ln(1+e^{-E/k_BT})$, so the current becomes

$$
J=\frac{AT}{k_B}\int P(E)\ln\!\left(1+e^{-E/k_BT}\right)dE .
$$

I estimated $P=1/(1+e^{2S})$, where $S$ is the WKB integral of $\sqrt{2m(V-E)}/\hbar$ between the turning points, with $V$ and $E$ on the same energy scale. Above the top I continued $S$ as for a parabola of the same curvature. The integral starts at the Fermi level.

At 400 K the current rises by a factor 1.14. A fit over the window gives a slope barrier of 1.301 eV and an apparent constant of $90A$. If the mass in $S$ alone is halved, these become 1.31, 1.291 eV and $77A$. In this estimate, tunnelling changes the numbers moderately and leaves the inflation visible. The current factors themselves are rough: the estimate treats the barrier as parabolic for energies above its top and omits reflection at the steep potential next to the metal. Solving the Schrödinger equation directly, with the image potential cut off at a flat floor 4 or 8 eV below the unlowered barrier, gives a factor of 1.23 for the full mass and of 0.96 to 1.0 with the mass halved everywhere. The apparent constant stays between $75A$ and $90A$.

### Slow transport can hide the inflation

Emission also requires that electrons leave the region beyond the maximum quickly. Let $n$ be their density, $\mu$ their mobility and $D=\mu k_BT/e$. The particle flux is

$$
j=-D\frac{dn}{dx}-\frac{D}{k_BT}\frac{dV}{dx}n
=-De^{-V/k_BT}\frac{d}{dx}\left(ne^{V/k_BT}\right).
$$

Multiply by $e^{V/k_BT}$ and integrate from $x_m$ to far inside the film, where $ne^{V/k_BT}$ vanishes. With $n_m=n(x_m)$ and $V_m=V(x_m)$,

$$
j=v_Dn_m,\qquad v_D=\frac{D}{\ell},\qquad
\ell=\int_{x_m}^{\infty}e^{(V-V_m)/k_BT}dx .
$$

At the top, the net flux is emission minus return, $j=v_R(n_0-n_m)$, with $v_R=\sqrt{k_BT/2\pi m}$ and $n_0$ the equilibrium density there. Putting $n_m=j/v_D$ gives

$$
j=v_Rn_0\,\frac{v_D}{v_R+v_D}.
$$

Since $n_0=2(mk_BT/2\pi\hbar^2)^{3/2}e^{-B/k_BT}$, the product $ev_Rn_0$ is the earlier emission current. The last fraction is the reduction due to transport.

At 400 K, $v_R=3.1\times10^6$ cm/s and numerical integration gives $\ell=1.42$ nm. I multiplied the currents without tunnelling by the fraction at each temperature and fitted them again, for three assumed mobilities:

- **$\mu=20$ cm²/Vs.** Here $v_D=4.8\times10^6$ cm/s and $J$ is multiplied by 0.61 at 400 K. The slope barrier is 1.308 eV and the apparent constant is $59A$.
- **$\mu=0.01$ cm²/Vs.** Now $v_D=2.4\times10^3$ cm/s and the factor is $7.8\times10^{-4}$. The slope barrier is 1.305 eV, but the apparent constant is $0.069A$.
- **The same mobility at 400 K, with an activation energy of 0.1 eV.** The slope barrier rises to 1.405 eV and the apparent constant to $1.2A$.

In the last case the intercept looks like that of ideal emission over a constant barrier, although $a$ is still 0.40 meV/K. The slow transport lowers the intercept. The activation adds 0.1 eV to the slope barrier and, with the mobility at 400 K held fixed, raises the apparent constant by $e^{0.1\,\text{eV}/k_B(400\,\text{K})}=18$. That the result lies near $A$ is due to the values chosen. The condition at the top also assumes that electrons cross from the metal to $x_m$ without scattering. At 0.01 cm²/Vs the nominal mean free path is below $10^{-3}$ nm, so they diffuse up the rising side as well. Extending $\ell$ back to the metal lengthens it to 2.16 nm at 400 K, adds about 0.004 eV to the two slope barriers, and changes the apparent constants from $0.069A$ and $1.2A$ to $0.050A$ and $0.92A$. A normal apparent constant therefore does not prove that $a=0$, just as a large one does not by itself measure $a$.

### How close is this to a real film?

The permittivity and field are roughly those of a porous organosilicate insulator in use. The image force on a fast electron, however, need not involve the static permittivity: at thermal speed the electron covers 1.9 nm in about 15 fs, too short for the lattice to polarize fully. Between $\varepsilon=1.7$ and 2.5, $\Delta$ falls from 0.206 to 0.170 eV, and the barrier obtained by adding $\Delta$ shifts with it. The field is a tenth of a rough breakdown field of 5 MV/cm. The values of $a$ and $\mu$ are illustrative. The barrier of 1.50 eV is low for an ideal metal–silica conduction-band edge, which lies roughly 3 to 4 eV above the Fermi level. It is better read as an effective barrier to a defect-assisted path, for which the free-electron prefactor is itself uncertain. Fast transport beyond the barrier is another assumption that may fail in a disordered film, and the result is sensitive to it: in the examples above, dropping it moves the apparent constant from $104A$ to as little as $0.069A$. All the transport figures are estimates, since a continuum description is doubtful over 1.4 nm. At 20 cm²/Vs the mean free path of a free electron is itself about 1.4 nm, and the applied field can supply about $2k_BT$ over that distance. Trapped charge, which changes the local field, and conduction limited by the bulk lie outside this model. The electrode-limited character of the current has to be established before the slope is read as a barrier at all.
